\section*{Scalar, vector and tensor dynamic polarisabilities derived in two ways, part 1}

(Sections cited here and not found follow in the second part.)

\section{First half: recoupling the dipole operator}

\subsection{Result and conventions}

An atom in a level of angular momentum $J$ is placed in the oscillating field
\begin{equation}
\mathbf E(t)=\frac{E_0}{2}\left(\boldsymbol\epsilon\,e^{-i\omega t}+\boldsymbol\epsilon^*e^{i\omega t}\right),\qquad \boldsymbol\epsilon^*\!\cdot\boldsymbol\epsilon=1 .
\end{equation}
The polarisation vector $\boldsymbol\epsilon$ may be complex. Hartree atomic units are used. To second order in $E_0$, the $2J+1$ states of the level are governed by
\begin{equation}
H_{\rm eff}=-\frac{E_0^2}{4}\,\hat\alpha,\qquad
\hat\alpha=\alpha_s+\alpha_v\frac{\Lambda}{2J}+\alpha_T\frac{3\mathcal Q}{J(2J-1)},
\label{form}
\end{equation}
where the two operators
\begin{align}
\Lambda&=-i(\boldsymbol\epsilon^*\times\boldsymbol\epsilon)\cdot\mathbf J,\\
\mathcal Q&=\tfrac12\left[(\boldsymbol\epsilon^*\!\cdot\mathbf J)(\boldsymbol\epsilon\cdot\mathbf J)+(\boldsymbol\epsilon\cdot\mathbf J)(\boldsymbol\epsilon^*\!\cdot\mathbf J)\right]-\tfrac13\mathbf J^2
\end{align}
carry the dependence on polarisation. Let $J'$ label an intermediate level, with $\Delta=E_{J'}-E_J$ and line strength $S=|\langle J'\|d\|J\rangle|^2$. Define
\begin{equation}
F_0=F_2=\frac{2\Delta}{\Delta^2-\omega^2},\qquad F_1=\frac{2\omega}{\Delta^2-\omega^2}.
\label{F}
\end{equation}
The scalar, vector and tensor polarisabilities are then
\begin{align}
\alpha_s&=\frac{1}{3(2J+1)}\sum_{J'}S\,F_0,\label{as}\\
\alpha_v&=-\sqrt{\frac{6J}{(J+1)(2J+1)}}\sum_{J'}(-1)^{J+J'}\begin{Bmatrix}1&1&1\\J&J&J'\end{Bmatrix}S\,F_1,\label{av}\\
\alpha_T&=\sqrt{\frac{10J(2J-1)}{3(J+1)(2J+1)(2J+3)}}\sum_{J'}(-1)^{J+J'}\begin{Bmatrix}1&1&2\\J&J&J'\end{Bmatrix}S\,F_0.\label{at}
\end{align}
The sum runs over all levels, including different levels with equal $J'$, and over the continuum as an integral. For $J=0$ the operator is $\alpha_s$ alone; for $J=\tfrac12$ the tensor term is absent.

Reduced elements are defined by
\begin{equation}
\langle JM|T^K_Q|J'M'\rangle=(-1)^{J-M}\begin{pmatrix}J&K&J'\\-M&Q&M'\end{pmatrix}\langle J\|T^K\|J'\rangle .
\label{WE}
\end{equation}
Since the squares of a 3j symbol, summed over its three projections, give one, $S$ equals the sum of $|\langle J'M'|d_i|JM\rangle|^2$ over $M$, $M'$ and the three directions $i$.

\subsection{The second-order operator}

In the electric-dipole approximation the interaction is $-\mathbf d\cdot\mathbf E=V_+e^{-i\omega t}+V_-e^{i\omega t}$, with
\begin{equation}
V_+=-\tfrac12E_0\,\boldsymbol\epsilon\cdot\mathbf d,\qquad V_-=V_+^\dagger=-\tfrac12E_0\,\boldsymbol\epsilon^*\!\cdot\mathbf d .
\end{equation}
Take a solution whose leading part $\phi$ lies in the level and whose phase advances at the rate $E_J+\eta$:
\begin{equation}
\psi=e^{-i(E_J+\eta)t}\left(\phi+\chi_+e^{-i\omega t}+\chi_-e^{i\omega t}+\dots\right).
\end{equation}
The terms of the Schr\"odinger equation oscillating with the additional factor $e^{-i\omega t}$ give, to first order, $(E_J+\omega)\chi_+=H_0\chi_++V_+\phi$. The opposite frequency gives the companion equation. Hence
\begin{equation}
\chi_\pm=-(H_0-E_J\mp\omega)^{-1}V_\pm\phi .
\end{equation}
The level is taken to have definite parity. Because $\mathbf d$ is odd, it has no matrix elements within the level, and the intermediate states have opposite parity. Projecting the terms without an additional oscillation onto the level gives $\eta\phi=P_J(V_-\chi_++V_+\chi_-)$. Inserting $\chi_\pm$, and writing $P_{J'}$ for the projector on an intermediate level, we find $\eta\phi=-(E_0^2/4)\hat\alpha\phi$ with
\begin{equation}
\hat\alpha=\sum_{J'}\left[\frac{(\boldsymbol\epsilon^*\!\cdot\mathbf d)P_{J'}(\boldsymbol\epsilon\cdot\mathbf d)}{\Delta-\omega}+\frac{(\boldsymbol\epsilon\cdot\mathbf d)P_{J'}(\boldsymbol\epsilon^*\!\cdot\mathbf d)}{\Delta+\omega}\right],
\label{second}
\end{equation}
understood between states of the level. For an upward transition the first term can become resonant. The second has the two field components in the opposite order, so the angular-momentum transfer in its first step is reversed.

This step requires $\omega$ to be away from every resonance by much more than the linewidth and the field coupling. It also requires second-order couplings to other levels of the same parity to be small compared with the energy separations that oppose them, including separations changed by $2\omega$. Since $V_+$ or $V_-$ acting twice couples the level to its own components at $\pm2\omega$, which are dropped here, the shifts must in general also be small compared with $2\omega$. Linear polarisation is an exception: with the field along $z$ these couplings are diagonal in $M$ and only modulate the phase of each substate. At low frequency the result is then the cycle average of the shift; a static field of strength $E_0$ gives twice as much, $-E_0^2\hat\alpha/2$. A level with $J=\tfrac12$ is another, for any polarisation: the rank-one part of these couplings contains $\boldsymbol\epsilon\times\boldsymbol\epsilon=0$, and rank two is absent, so they are proportional to the identity.

\subsection{Recoupling with the operator order kept}

The spherical components of a vector are $a_{\pm1}=\mp(a_x\pm ia_y)/\sqrt2$ and $a_0=a_z$, so that $\mathbf a\cdot\mathbf U=\sum_\mu(-1)^\mu a_{-\mu}U_\mu$. Define a coupled product by
\begin{equation}
\{UV\}^K_Q=\sum_{\mu\nu}\langle1\mu\,1\nu|KQ\rangle U_\mu V_\nu ,
\end{equation}
and let $A^K\!\cdot B^K=\sum_Q(-1)^QA^K_{-Q}B^K_Q$. Completeness of the coupling coefficients inverts the product, $U_\mu V_\nu=\sum_{KQ}\langle1\mu\,1\nu|KQ\rangle\{UV\}^K_Q$. Therefore, for numerical vectors $\mathbf a,\mathbf b$ and operator vectors $\mathbf U,\mathbf V$,
\begin{align}
(\mathbf a\cdot\mathbf U)(\mathbf b\cdot\mathbf V)
&=\sum_{KQ}(-1)^Q\left[\sum_{\mu\nu}\langle1\mu\,1\nu|KQ\rangle a_{-\mu}b_{-\nu}\right]\{UV\}^K_Q\nonumber\\
&=\sum_K(-1)^K\{ab\}^K\!\cdot\{UV\}^K .
\label{recouple}
\end{align}
The last line uses $\langle1\mu\,1\nu|KQ\rangle=(-1)^K\langle1\,{-\mu}\,1\,{-\nu}|K\,{-Q}\rangle$. The operators $U$ and $V$ have never changed places, so they need not commute.

The first two ranks are, in Cartesian form,
\begin{equation}
\{ab\}^0=-\frac{\mathbf a\cdot\mathbf b}{\sqrt3},\qquad
\{ab\}^1=\frac{i}{\sqrt2}\,\mathbf a\times\mathbf b .
\label{cart}
\end{equation}
For example, $\{ab\}^1_0=(a_{+1}b_{-1}-a_{-1}b_{+1})/\sqrt2=i(a_xb_y-a_yb_x)/\sqrt2$. Substitution in Eq.~\eqref{recouple} leaves for rank two
\begin{equation}
\{ab\}^2\!\cdot\{UV\}^2=\tfrac12\sum_{ij}(a_ib_j+a_jb_i)U_iV_j-\tfrac13(\mathbf a\cdot\mathbf b)(\mathbf U\cdot\mathbf V).
\label{cart2}
\end{equation}
Thus the ranks $0,1,2$ separate the trace, the antisymmetric part and the traceless symmetric part of $a_ib_j$.

Apply Eq.~\eqref{recouple} to the first term of Eq.~\eqref{second}, with $\mathbf a=\boldsymbol\epsilon^*$, $\mathbf b=\boldsymbol\epsilon$. The projector is rotationally invariant and can remain between the dipoles without changing the coupling. The second term has the polarisation vectors exchanged. Exchange gives $\{\epsilon\epsilon^*\}^K=(-1)^K\{\epsilon^*\epsilon\}^K$, so the two terms combine into
\begin{equation}
\hat\alpha=\sum_K(-1)^K\{\epsilon^*\epsilon\}^K\!\cdot T^K,\qquad
T^K=\sum_{J'}F_K\{dP_{J'}d\}^K,
\label{TK}
\end{equation}
where $F_K=(\Delta-\omega)^{-1}+(-1)^K(\Delta+\omega)^{-1}$. This is Eq.~\eqref{F}. The minus sign for $K=1$ makes the vector part odd in frequency and removes it from a static response.

\subsection{The 6j weight of each intermediate level}

Let $a_K=\langle J\|T^K\|J\rangle$. The coupling coefficient in $T^K_Q$ is
\begin{equation}
\langle1\mu\,1\nu|KQ\rangle=(-1)^Q\sqrt{2K+1}\begin{pmatrix}1&1&K\\\mu&\nu&-Q\end{pmatrix}.
\end{equation}
Use Eq.~\eqref{WE} for both dipoles, with $N$ the projection of the intermediate state. The required sum is
\begin{align}
&\sum_{\mu\nu N}(-1)^{J'-N+Q}
\begin{pmatrix}J&1&J'\\-M&\mu&N\end{pmatrix}
\begin{pmatrix}J'&1&J\\-N&\nu&M'\end{pmatrix}
\begin{pmatrix}1&1&K\\\mu&\nu&-Q\end{pmatrix}\nonumber\\
&\qquad=\begin{pmatrix}J&J&K\\-M&M'&Q\end{pmatrix}
\begin{Bmatrix}1&1&K\\J&J&J'\end{Bmatrix}.
\label{sixdef}
\end{align}
Rotational invariance makes the left side proportional to the 3j symbol on the right. Their ratio, with this phase, is the definition of the 6j symbol used here. Exchanging the last two columns of that 3j symbol gives the phase $(-1)^{2J+K}$ and brings it to the order in Eq.~\eqref{WE}. Consequently,
\begin{equation}
a_K=(-1)^{2J+K}\sqrt{2K+1}\sum_{J'}F_K
\begin{Bmatrix}1&1&K\\J&J&J'\end{Bmatrix}
\langle J\|d\|J'\rangle\langle J'\|d\|J\rangle .
\end{equation}

Hermiticity fixes the remaining phase. Compare $\langle JM|d_0|J'M\rangle$ with the conjugate of its reverse element. The two 3j symbols are equal: exchanging their outer columns and reversing all projections gives the phase $(-1)^{J+J'+1}$ twice. The Wigner--Eckart prefactors leave $\langle J\|d\|J'\rangle=(-1)^{J-J'}\langle J'\|d\|J\rangle^*$. The combined exponent is $K+3J-J'=K+J+J'+2(J-J')$, and $J-J'$ is an integer. Thus
\begin{equation}
a_K=(-1)^K\sqrt{2K+1}\sum_{J'}(-1)^{J+J'}
\begin{Bmatrix}1&1&K\\J&J&J'\end{Bmatrix}S\,F_K .
\label{aK}
\end{equation}

\subsection{Replacing the operators by powers of J}

Within one level, Eq.~\eqref{WE} makes tensors of equal rank proportional. We therefore need the reduced elements $N_K$ of $1$, $\mathbf J$ and $\{JJ\}^2$. The zero component of a tensor obeys $\sum_M|\langle M|T^K_0|M\rangle|^2=N_K^2/(2K+1)$, by orthogonality of the 3j symbols. The identity gives $N_0=\sqrt{2J+1}$. With $\sum_MM^2=J(J+1)(2J+1)/3$, the vector gives
\begin{equation}
N_1=\sqrt{J(J+1)(2J+1)} .
\end{equation}
For rank two, $\{JJ\}^2_0=(3J_z^2-\mathbf J^2)/\sqrt6$. Put $j=J(J+1)$. Using $\sum_MM^4=(2J+1)j(3j-1)/15$,
\begin{align}
N_2^2&=\frac56\sum_M(3M^2-j)^2\nonumber\\
&=\frac56(2J+1)j\left[\frac{3(3j-1)}5-2j+j\right]\nonumber\\
&=\frac{J(J+1)(2J-1)(2J+1)(2J+3)}6 .
\label{N2}
\end{align}
The last equality uses $4j-3=(2J-1)(2J+3)$. The roots are positive because both zero components are non-negative in the state $M=J$, as is their phase-weighted 3j symbol in the standard convention.

For rank zero, Eq.~\eqref{cart} gives the reduced element directly. The scalar $\sum_id_iP_{J'}d_i$ has trace $S$ over the level and hence value $S/(2J+1)$. The factor $-1/\sqrt3$ in $T^0$ multiplies another $-1/\sqrt3$ from $\{\epsilon^*\epsilon\}^0$. Their product gives Eq.~\eqref{as}.

For rank one, Eqs.~\eqref{cart} and \eqref{TK} yield
\begin{equation}
-\{\epsilon^*\epsilon\}^1\!\cdot T^1=
-\frac{i}{\sqrt2}(\boldsymbol\epsilon^*\times\boldsymbol\epsilon)\cdot\mathbf J\,\frac{a_1}{N_1}
=\frac{a_1}{\sqrt2N_1}\Lambda .
\end{equation}
Comparison with Eq.~\eqref{form} gives $\alpha_v=\sqrt2J a_1/N_1$. Inserting $a_1$, whose sign is $(-1)^1$, gives Eq.~\eqref{av}.

For rank two, Eq.~\eqref{cart2} with $\mathbf U=\mathbf V=\mathbf J$ gives $\{\epsilon^*\epsilon\}^2\!\cdot\{JJ\}^2=\mathcal Q$. Hence $a_2/N_2=3\alpha_T/[J(2J-1)]$, or
\begin{equation}
\alpha_T=\frac{J(2J-1)}{3N_2}a_2
=\sqrt{\frac{2J(2J-1)}{3(J+1)(2J+1)(2J+3)}}\,a_2 .
\end{equation}
The factor $\sqrt5$ in $a_2$ completes Eq.~\eqref{at} and the first derivation.

The scalar part shifts all substates together. The vector part acts like a magnetic field on the axis of $-i\boldsymbol\epsilon^*\times\boldsymbol\epsilon$, with a direction that reverses with the sign of $\alpha_v$; it vanishes for linear polarisation. The tensor part acts on the alignment of $\mathbf J$. A level with $J=\tfrac12$ cannot carry rank two, since two angular momenta $\tfrac12$ couple only to ranks zero and one.

\section{Second half: projectors and comparison}

\subsection{Symbols and results carried over}

The field has amplitude $E_0$, frequency $\omega$ and unit polarisation $\boldsymbol\epsilon$. An intermediate level $J'$ lies at energy $\Delta$ above the level $J$ and has line strength $S$, the sum of all squared Cartesian dipole elements between them. The shift operator is $-(E_0^2/4)\hat\alpha$, and
\begin{align}
\hat\alpha&=\sum_{J'}\left[\frac{(\boldsymbol\epsilon^*\!\cdot\mathbf d)P_{J'}(\boldsymbol\epsilon\cdot\mathbf d)}{\Delta-\omega}+\frac{(\boldsymbol\epsilon\cdot\mathbf d)P_{J'}(\boldsymbol\epsilon^*\!\cdot\mathbf d)}{\Delta+\omega}\right]\label{start2}\\
&=\alpha_s+\alpha_v\frac{\Lambda}{2J}+\alpha_T\frac{3\mathcal Q}{J(2J-1)} .
\end{align}
Here $\Lambda=-i(\boldsymbol\epsilon^*\times\boldsymbol\epsilon)\cdot\mathbf J$, and $\mathcal Q$ is half the anticommutator of $\boldsymbol\epsilon^*\!\cdot\mathbf J$ and $\boldsymbol\epsilon\cdot\mathbf J$, minus $\mathbf J^2/3$. The frequency factors are $F_0=2\Delta/(\Delta^2-\omega^2)$ and $F_1=2\omega/(\Delta^2-\omega^2)$. The first derivation gave the coefficients through 6j symbols, Eqs.~\eqref{as}--\eqref{at}. The second starts again from Eq.~\eqref{start2} and uses no 6j symbol.

This part has derived the scalar, vector and tensor polarisabilities as sums over intermediate levels, with 6j symbols as the weights of the vector and tensor parts. What remains is to derive them again with projectors, compare the two derivations and work through a numerical example.
